# Mobility exponents and Hall factors from power-law relaxation times

## Problem

Carriers of charge $q$ and mass $m$ occupy one isotropic parabolic band. They are so dilute that their equilibrium distribution is Maxwell–Boltzmann. Collisions between carriers are left out. Each carrier of kinetic energy $E$ relaxes its momentum in a time

$$\tau(E)=\tau_0x^r,\qquad x=\frac{E}{k_BT},$$

where $\tau_0$ may depend on temperature. The carrier density $n$ is held fixed.

(a) Find the drift mobility $\mu$.

(b) A magnetic field $B$ points along $z$ and no current flows along $y$. With $\mathbf F$ the electric field, the Hall coefficient is $R_H=F_y/(J_xB)$. Find the Hall factor $r_H=nqR_H$ in weak and in strong magnetic field.

(c) Find $r$, the temperature exponent of $\mu$ and the weak-field $r_H$ for acoustic phonons and for a fixed density $N$ of singly charged impurities, each acting alone.

(d) Evaluate the results for a model semiconductor at 300 K with $m=0.3$ electron masses, relative permittivity 12, deformation potential $\Xi=8$ eV, mass density $\rho=2400$ kg/m³, sound speed $c=8000$ m/s and $n=N=10^{16}$ cm⁻³.

## First estimate by scaling

Give every carrier the typical energy $k_BT$. There is then one relaxation time, $\tau_0$, and

$$\mu\sim\frac{|q|\tau_0}{m},\qquad r_H\sim1 .$$

The second estimate follows because carriers with a common drift velocity $u$ feel a magnetic force $-quB$ along $y$. A field $F_y=uB$ balances it, and $J_x=nqu$ gives $R_H=1/(nq)$.

For acoustic phonons, the mean square lattice strain is proportional to $T$, and the density of final states to $\sqrt E$. Hence $1/\tau\propto TE^{1/2}$. At $E\sim k_BT$ this gives $\mu\propto T^{-3/2}$.

For an impurity, strong deflection requires an approach to a distance $d$ at which the Coulomb energy is comparable with $E$, so $d\propto1/E$. The cross section scales as $d^2\propto E^{-2}$ and the speed as $E^{1/2}$. Hence $1/\tau\propto E^{-3/2}$ and $\mu\propto T^{3/2}$.

In general, if $\tau=aE^rT^{-s}$ with constant $a$, then $\tau_0\propto T^{r-s}$. The exponent $r$ alone does not fix the temperature law: $s=1$ for the phonons and $s=0$ for the impurities.

## Exact solution of the relaxation-time model

### The distribution in crossed fields

In a steady, uniform state the Boltzmann equation is

$$\frac qm(\mathbf F+\mathbf v\times\mathbf B)\cdot\nabla_vf=-\frac{f-f_0}{\tau(E)} .$$

Here $f_0\propto e^{-mv^2/2k_BT}$, normalized to $\int f_0\,d^3v=n$, so that $\nabla_vf_0=-(m\mathbf v/k_BT)f_0$. The magnetic force does not act on $f_0$, because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. Put $f=f_0+g$ and keep terms linear in $\mathbf F$:

$$-\frac{q}{k_BT}f_0\,\mathbf F\cdot\mathbf v+\frac qm(\mathbf v\times\mathbf B)\cdot\nabla_vg=-\frac g\tau .$$

Try $g=(f_0/k_BT)\,\mathbf v\cdot\mathbf A(E)$. Differentiating $f_0$ or $\mathbf A(E)$ gives a vector along $\mathbf v$, which the magnetic term removes. What remains is

$$(\mathbf v\times\mathbf B)\cdot\nabla_vg=\frac{f_0}{k_BT}(\mathbf v\times\mathbf B)\cdot\mathbf A=\frac{f_0}{k_BT}\mathbf v\cdot(\mathbf B\times\mathbf A).$$

The equation must hold for every direction of $\mathbf v$. Since $-\mathbf B\times\mathbf A=\mathbf A\times\mathbf B$,

$$\mathbf A=q\tau\mathbf F+\frac{q\tau}{m}\mathbf A\times\mathbf B .$$

Let $\omega=qB/m$, which carries the sign of $q$. For $\mathbf F$ in the $xy$ plane,

$$A_x=q\tau F_x+\omega\tau A_y,\qquad A_y=q\tau F_y-\omega\tau A_x .$$

Substituting each equation in the other gives

$$A_x=\frac{q\tau(F_x+\omega\tau F_y)}{1+\omega^2\tau^2},\qquad
A_y=\frac{q\tau(F_y-\omega\tau F_x)}{1+\omega^2\tau^2}.$$

### The current and its energy weight

The equilibrium part carries no current. In the rest, the angular average of $v_iv_j$ is $\delta_{ij}v^2/3$, so

$$\mathbf J=q\int\mathbf v\,g\,d^3v=\frac{q}{k_BT}\int f_0\frac{v^2}{3}\mathbf A\,d^3v .$$

Now $v^2=2k_BTx/m$, and $f_0\,d^3v$ becomes $n\,x^{1/2}e^{-x}dx/\Gamma(3/2)$. Therefore

$$\mathbf J=\frac{nq}{m}\,\frac{2}{3\Gamma(3/2)}\int_0^\infty x^{3/2}e^{-x}\mathbf A\,dx=\frac{nq}{m}\langle\mathbf A\rangle,$$

$$\langle h\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty h(x)\,x^{3/2}e^{-x}dx,$$

because $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. This average has one more power of $x$ than the average over carriers: fast carriers count more in the current. The conductivities are

$$\sigma_{xx}=\sigma_{yy}=\frac{nq^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
\sigma_{xy}=-\sigma_{yx}=\frac{nq^2}{m}\left\langle\frac{\omega\tau^2}{1+\omega^2\tau^2}\right\rangle .$$

### Mobility and Hall factor

At $B=0$, $J_x=(nq^2/m)\langle\tau\rangle F_x$. The mobility is drift speed divided by field, so

$$\mu=\frac{|q|\langle\tau\rangle}{m}=\frac{|q|\tau_0}{m}\frac{\Gamma(r+5/2)}{\Gamma(5/2)},\qquad r>-\frac52 .$$

The Gamma ratio does not depend on temperature. This confirms the scaling exponent and supplies the missing factor.

In the Hall geometry, $J_y=-\sigma_{xy}F_x+\sigma_{xx}F_y=0$ gives $F_x=(\sigma_{xx}/\sigma_{xy})F_y$. Then

$$J_x=\sigma_{xx}F_x+\sigma_{xy}F_y=\frac{\sigma_{xx}^2+\sigma_{xy}^2}{\sigma_{xy}}F_y,\qquad
R_H=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)} .$$

For weak $B$, $\sigma_{xy}/B\to(nq^3/m^2)\langle\tau^2\rangle$, while $\sigma_{xy}^2$ is negligible beside $\sigma_{xx}^2$. Hence

$$r_H=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
=\frac{\Gamma(2r+5/2)\,\Gamma(5/2)}{\Gamma(r+5/2)^2},\qquad r>-\frac54 ,$$

where the condition makes $\langle\tau^2\rangle$ finite. Since

$$r_H-1=\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}\ge0,$$

the weak-field Hall factor measures the spread of relaxation times. It equals 1 for $r=0$.

For strong $B$, $\omega^2\tau^2/(1+\omega^2\tau^2)\to1$, so $\sigma_{xy}\to nq/B$. Also $|\sigma_{xx}|\le(nq^2/m)\langle1/\tau\rangle/\omega^2$, which falls as $1/B^2$ if $r<5/2$. Then $R_H\to1/(nq)$ and $r_H\to1$: the relaxation time drops out. This limit is semiclassical. It requires $|\omega|\tau\gg1$ while $\hbar|\omega|\ll k_BT$, so that quantization of the cyclotron orbits can be ignored.

### Scattering rates

Let an elastic collision change the wavevector from $\mathbf k$ to $\mathbf k'$, with $Q=|\mathbf k'-\mathbf k|$. Let $W(Q)$ be the squared matrix element times the crystal volume. Averaged around the direction of $\mathbf v$, the final velocity is $\mathbf v\cos\theta$. A collision therefore removes the fraction $1-\cos\theta$ of $\mathbf v\cdot\mathbf A$, and the golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\int\frac{d^3k'}{(2\pi)^3}W(Q)(1-\cos\theta)\,\delta(E'-E).$$

The radial integral gives $k^2\,m/(\hbar^2k)=mk/\hbar^2$ and the azimuth gives $2\pi$. With $y=\cos\theta$,

$$\frac1\tau=\frac{mk}{2\pi\hbar^3}\int_{-1}^{1}W(Q)(1-y)\,dy,\qquad Q^2=2k^2(1-y).$$

**Acoustic phonons.** The deformation potential is $\Xi$ times the lattice dilatation. A longitudinal mode of frequency $cQ$ has a mean square displacement proportional to $\hbar(2N_Q+1)/(2\rho cQ)$, with $N_Q$ its Bose occupation. The dilatation contributes $Q^2$. Counting absorption and emission,

$$W=\frac{\Xi^2\hbar Q}{2\rho c}(2N_Q+1)\simeq\frac{\Xi^2k_BT}{\rho c^2},$$

where $2N_Q+1\simeq2k_BT/(\hbar cQ)$ holds for $\hbar cQ\ll k_BT$. The angular integral is now $\int_{-1}^1(1-y)\,dy=2$. With $\hbar k=\sqrt{2mE}$,

$$\frac1\tau=\frac{\Xi^2k_BT\,m^{3/2}\sqrt{2E}}{\pi\hbar^4\rho c^2}.$$

Thus $r=-1/2$, $s=1$ and $\mu\propto T^{-3/2}$. The Hall factor is

$$r_H=\frac{\Gamma(3/2)\Gamma(5/2)}{\Gamma(2)^2}
=\frac{\sqrt\pi}{2}\cdot\frac{3\sqrt\pi}{4}=\frac{3\pi}{8}.$$

**Ionized impurities.** Take independent centres, the Born approximation and a potential energy of magnitude $Ce^{-\kappa R}/R$ at distance $R$. Here $C=e^2/(4\pi\epsilon)$, $\epsilon$ is the permittivity and $\kappa^2=ne^2/(\epsilon k_BT)$. The Fourier transform is $4\pi C/(Q^2+\kappa^2)$, so $W=N(4\pi C)^2/(Q^2+\kappa^2)^2$. With $w=2k^2(1-y)$ and $b=4k^2/\kappa^2$,

$$\int_{-1}^1\frac{(1-y)\,dy}{(Q^2+\kappa^2)^2}
=\frac1{4k^4}\int_0^{4k^2}\frac{w\,dw}{(w+\kappa^2)^2}=\frac{L}{4k^4}.$$

Writing $w=(w+\kappa^2)-\kappa^2$ in the numerator gives

$$L=\ln(1+b)-\frac b{1+b}.$$

Collecting factors,

$$\frac1\tau=\frac{mk}{2\pi\hbar^3}\,\frac{16\pi^2NC^2L}{4k^4}
=\frac{2\pi NmC^2L}{(\hbar k)^3}
=\frac{\pi NC^2L}{\sqrt{2m}\,E^{3/2}}.$$

This is a power law if the slowly varying $L$ is held constant, in both energy and temperature. Then $r=3/2$, $s=0$ and $\mu\propto T^{3/2}$. Using $\Gamma(11/2)=945\sqrt\pi/32$ and $\Gamma(4)=6$,

$$r_H=\frac{\Gamma(11/2)\Gamma(5/2)}{\Gamma(4)^2}
=\frac{1}{36}\cdot\frac{945\sqrt\pi}{32}\cdot\frac{3\sqrt\pi}{4}
=\frac{2835\pi}{4608}=\frac{315\pi}{512}.$$

A suitable energy for evaluating $L$ is $3k_BT$, where the mobility integrand $x^{3/2}x^{3/2}e^{-x}$ peaks.

### Numbers for the model semiconductor

With $\lambda$ the thermal wavelength, $n\lambda^3/2=0.0024$ is the occupation at the band bottom for two spin states. Maxwell–Boltzmann statistics are therefore adequate. The rates at $E=k_BT$ give $\tau_0=0.6745$ ps for phonons and, with $L=7.34$, $\tau_0=2.312$ ps for impurities. The means are

$$\langle\tau\rangle_{\rm ac}=0.7523\times0.6745\ {\rm ps}=0.507\ {\rm ps},$$

$$\langle\tau\rangle_{\rm imp}=4.5135\times2.312\ {\rm ps}=10.44\ {\rm ps}.$$

Multiplication by $e/m$ gives drift mobilities of 0.2975 and 6.118 m²/(V s), or 2975 and 61180 cm²/(V s). Each value describes one mechanism with the other switched off. If both act, as they do in a sample with $n=N$, their rates must be added at each energy before averaging. With the energy-dependent $L$ this gives about 2480 cm²/(V s) and $r_H\simeq1.04$, a Hall factor below both single-mechanism values.

A Hall measurement combined with the conductivity gives the Hall mobility $|R_H|\sigma_{xx}=r_H\mu$:

$$1.1781\times2975=3505\ {\rm cm^2/(V\,s)},$$

$$1.9328\times61180\simeq118250\ {\rm cm^2/(V\,s)}.$$

Setting $r_H=1$ when reading the density from $R_H$ returns $n/r_H$. With collisions between carriers left out and each mechanism acting alone, this is $8.49\times10^{15}$ cm⁻³ for phonons and $5.17\times10^{15}$ cm⁻³ for impurities, instead of $10^{16}$ cm⁻³.

## Comparison of the two

**Mobility.** Scaling gives the power-law exponents correctly, but its prefactor takes all carriers at $x=1$. With the same $\tau_0$, it predicts $2975/0.7523\simeq3950$ cm²/(V s) for phonons, about 33% above the solution. For impurities it predicts $61180/4.5135\simeq13600$ cm²/(V s), too low by a factor 4.5. The current average favours carriers above $x=1$: its mean energy is $\langle x\rangle=5/2$. Such carriers have $\tau<\tau_0$ for phonons but $\tau>\tau_0$ for impurities. In the impurity case the mobility integrand $x^3e^{-x}$ peaks at $x=3$, where $\tau=3^{3/2}\tau_0\simeq5.2\,\tau_0$.

**Hall factor.** The single-time estimate $r_H\sim1$ misses the spread of $\tau$. The solution is 18% larger for phonons and 93% larger for impurities. As a test independent of the Gamma formula, velocity correlations along cyclotron orbits give 1.178097 and 1.932814, as the numerical output shows. The formula gives 1.178097 and 1.932816.

**Magnetic field.** In impurity scattering, the integrand of $\langle\tau^2\rangle$ peaks at $x=9/2$. There $\tau=(9/2)^{3/2}\tau_0\simeq9.5\,\tau_0$, about twice the mean, so these carriers leave the weak-field regime early. At $\mu B=0.1$ the Hall factor has fallen by 3.6% for impurities and 0.9% for phonons, relative to the weak-field values.

The single-time estimate becomes correct in strong field, though at different rates. At $\mu B=10$, $r_H$ is 1.001 for phonons and 1.060 for impurities. In the impurity case $|\omega|\tau_0=10/4.5135\simeq2.2$, so carriers with $x<2.2^{-2/3}\simeq0.59$ still have $|\omega|\tau<1$. For phonons the corresponding carriers have $x>(10/0.7523)^2\simeq177$, and their weight is exponentially small, so one may expand in $1/(\omega\tau)$. In units of $nq^2/m$, $\sigma_{xy}\simeq(1-\langle\tau^{-2}\rangle/\omega^2)/\omega$ and $\sigma_{xx}\simeq\langle\tau^{-1}\rangle/\omega^2$, which gives $r_H-1\simeq(\langle\tau^{-2}\rangle-\langle\tau^{-1}\rangle^2)/\omega^2$. With $\langle x\rangle=5/2$ and $\langle x^{1/2}\rangle=\Gamma(3)/\Gamma(5/2)\simeq1.505$ this is $(2.5-2.26)/177\simeq0.0013$, falling as $1/B^2$. For impurities $\langle\tau^{-2}\rangle\propto\langle x^{-3}\rangle$ diverges at small $x$, so this expansion fails and the slow carriers control the approach to 1. For the model semiconductor with phonon scattering, $\mu B=10$ means $B\simeq34$ T and $\hbar|\omega|\simeq13$ meV, half of $k_BT$, which is already at the edge of the semiclassical treatment.

**The acoustic approximation.** Keeping the Bose occupation, but still treating collisions as elastic, changes the rate at $E=k_BT$ by 0.2%. Within that elastic treatment the local exponent would be $-1.496$ instead of $-3/2$, but this is not the full correction. The energy exchanged with the phonon enters at the same order, $mc^2/k_BT\simeq0.004$, and reverses the sign: with inelastic absorption and emission kept, the mobility is 0.5% above the equipartition value and the exponent is $-1.505$. The value $-3/2$ thus holds here to better than 0.01. The equipartition result fails when $k_BT$ is no longer large compared with the energies of the phonons involved.

**The Coulomb logarithm.** Its variation is a larger correction than the Bose occupation. At $E=3k_BT$, $k^2\propto T$ and $\kappa^2\propto1/T$, so $b\propto T^2$. Since $dL/db=b/(1+b)^2$, a one-energy estimate gives

$$\frac{d\ln\mu}{d\ln T}\simeq\frac32-\frac{2b}{L}\frac{dL}{db}
=\frac32-\frac{2b^2}{(1+b)^2L}.$$

With $b=4188$ and $L=7.34$ this is 1.228. Averaging over all energies with the full logarithm gives 1.230. The mobility itself changes little, from 61180 to 60215 cm²/(V s).

Because $L$ grows with energy, $\tau$ rises less steeply than $E^{3/2}$. The weak-field Hall factor falls to 1.761, which is 9% below $315\pi/512$. Lowering the density used in $\kappa$ to $10^{11}$ and then $10^6$ cm⁻³, purely to enlarge $L$, raises it to 1.863 and 1.889. The approach to the power-law value is slow because $L$ grows only logarithmically.

These figures still assume independent impurities. The screening length, 41 nm, is close to the mean spacing $N^{-1/3}\simeq46$ nm, so the screened potentials of neighbours overlap. The Born approximation is also marginal: it requires $C/(\hbar v)\ll1$, and here $C/(\hbar v)\simeq1.05$ at $E=k_BT$ and $0.6$ at $E=3k_BT$. A partial-wave solution for the same screened potential replaces $L=7.34$ at $E=3k_BT$ by about 6.9 for attractive and 6.5 for repulsive centres, and $L=6.24$ at $E=k_BT$ by about 5.3 and 4.5, so the Born rate is too large. The effect of the overlap has not been estimated.

Collisions between carriers are a third omission. With $n=N$, a carrier meets other carriers about as often as impurities. These collisions conserve the total momentum but share it among the energies. If they were fast enough to impose a common drift velocity, the balance of force and friction would give $\mu=|q|/(m\langle1/\tau\rangle)$ and $r_H=1$. With $L$ held at 7.34 and $\langle x^{-3/2}\rangle=1/\Gamma(5/2)\simeq0.752$, that mobility is about 18000 cm²/(V s) instead of 61180. Slow carriers weigh most in this friction and have a smaller $L$, so averaging with the full logarithm raises this value to about 23000 cm²/(V s). At $n=N$ the collisions are neither negligible nor that fast, so the impurity mobility and Hall factor found above are both too high: the Boltzmann equation with the carrier–carrier collision term and the same constant $L$ gives about 36000 cm²/(V s) and $r_H\simeq1.2$. For impurity scattering, leaving these collisions out is justified only for $n\ll N$.

For phonon scattering, carriers must meet each other much less often than they scatter from phonons. At $n=10^{16}$ cm⁻³ this is not well satisfied: the times at $E=k_BT$ are about 2.7 ps for impurities (with $L$ taken at that energy), and so roughly for carriers, against 0.67 ps for phonons. A common drift velocity would replace the factor 0.752 in the phonon mobility by $1/\langle x^{1/2}\rangle\simeq0.665$, a reduction of only 12%, but it would bring $r_H$ from 1.178 down to 1. At the present density, with $L=7.34$ in the carrier–carrier term, $r_H$ is already lowered to about 1.09. The phonon Hall factor, and the density read from it, should therefore be taken as the limit of rare carrier collisions. The impurity mobility is a result of this model; its trailing digits serve only to follow the arithmetic, and with these corrections left out even its first digit is not assured.

## Computed results

```
temperature: 300 K; thermal energy: 25.852 meV
band mass: 0.3 electron masses
relative permittivity: 12
deformation potential: 8 eV
mass density: 2400 kg/m^3; sound speed: 8000 m/s
carrier = impurity density: 1.00e+16 cm^-3
thermal wavelength: 7.857 nm
nondegeneracy parameter n*lambda^3/2: 0.00243
<tau>/tau0, acoustic: 0.752253
<tau>/tau0, impurity: 4.513517
Hall factor formula, acoustic: 1.178097
Hall factor formula, impurity: 1.932816
Hall factor from orbits, acoustic: 1.178097
Hall factor from orbits, impurity: 1.932814
tau0, acoustic: 0.6745 ps
tau0, impurity: 2.3120 ps
acoustic mean tau: 0.5074 ps
acoustic drift mobility: 0.2975 m^2/(V s) = 2975 cm^2/(V s)
acoustic Hall mobility: 3505 cm^2/(V s)
acoustic density inferred with r_H=1: 8.4883e+15 cm^-3
impurity mean tau: 10.4354 ps
impurity drift mobility: 6.1180 m^2/(V s) = 61180 cm^2/(V s)
impurity Hall mobility: 118250 cm^2/(V s)
impurity density inferred with r_H=1: 5.1738e+15 cm^-3
acoustic exponent with Bose occupation: -1.4963
impurity exponent, frozen logarithm: 1.5000
impurity exponent, full logarithm: 1.2305
impurity exponent, one-energy estimate: 1.2277
screening length: 41.41 nm
b at E=3kT: 4187.8; Coulomb logarithm L: 7.3404
impurity mobility, full logarithm: 60215 cm^2/(V s)
impurity Hall factor, full logarithm: 1.7613
same with screening density 1e11 and 1e6 cm^-3: 1.8626, 1.8887
Bose/equipartition rate ratio at E=kT: 1.00188
sample magnetic field: 1.0 mT
mu*B in sample: acoustic 0.000297, impurity 0.006118
Hall factor in sample field: acoustic 1.178097, impurity 1.932446
mu*B=0.01: Hall factor acoustic 1.1779, impurity 1.9318
mu*B=0.1: Hall factor acoustic 1.1680, impurity 1.8627
mu*B=1: Hall factor acoustic 1.0582, impurity 1.3772
mu*B=10: Hall factor acoustic 1.0013, impurity 1.0595
mu*B=100: Hall factor acoustic 1.0000, impurity 1.0038
```
